Sign of the cyclic bond-order product in a three-orbital Hückel bridge

**Problem**

Two metal centres are joined by one bridging ligand. Each metal contributes one orbital, A or B, pointing at the bridge, and the ligand contributes one orbital C. The three orbitals are real and orthonormal and have the same site energy α. The couplings A-C and C-B are both β, with β ≠ 0, and A and B have no direct coupling. In the order A, C, B the one-electron Hamiltonian is

H = [[α, β, 0], [β, α, β], [0, β, α]].

The electrons fill the eigenvectors of H from the lowest level upward. If eigenvector k has coefficients c_ik and holds n_k electrons, both spins counted, the bond-order matrix is

P_ij = Σ_k n_k c_ik c_jk.

Its diagonal elements are orbital populations. Its off-diagonal elements measure how far two orbitals share electrons in phase (positive) or out of phase (negative). Consider the cyclic product

Π = P_AC P_CB P_BA.

What is Π when the bridge holds two electrons, and what is it when the bridge holds four? How far do the answers survive when the site energies differ, when A and B couple directly, or when the electrons repel each other?

Π is a single product. Because P is symmetric, all six orderings of the labels A, B, C give the same value, so an index defined as the sum over orderings is 6Π.

**First estimate by scaling**

Write H = α1 + βM, where M has ones in the A-C and C-B positions and zeros elsewhere. The eigenvectors of H are those of M, so neither α nor the size of β can enter Π.

The sign of β does not matter either. Replacing an orbital by its negative reverses two of the three factors of Π and leaves the product unchanged. Reversing C changes both couplings from β to -β, and reversing B alone changes only the C-B coupling. A bridging p orbital, whose two lobes give couplings β and -β, is therefore covered as well. We take β < 0 from here on. For each electron count Π must be a pure number.

To estimate it, spread the lowest orbital evenly over the three sites. Each coefficient is then 1/√3, all with the same sign, and two electrons give P_ij = 2/3 for every pair:

Π(2 electrons) ≈ (2/3)³ = 8/27 ≈ 0.296.

Four electrons are a full set of six with two missing. The full set has no off-diagonal bond orders, because the three eigenvectors are complete: Σ_k c_ik c_jk = 0 for i ≠ j. The two holes therefore contribute with a minus sign, P_ij = -2v_i v_j, where v is the empty orbital. If v is also spread evenly, each |v_i| is 1/√3. In the cyclic product every v_i occurs twice, so its sign drops out, and

Π(4 electrons) ≈ -8/27 ≈ -0.296.

The estimate predicts opposite signs and a magnitude near 0.3. It ignores the fact that C has two neighbours while A and B have one each.

**Exact solution: the orbitals**

Exchanging A and B leaves H unchanged, so we use the combinations

g = (A + B)/√2, u = (A - B)/√2.

Their matrix elements are

⟨g|H|g⟩ = (α + α)/2 = α,
⟨u|H|u⟩ = (α + α)/2 = α,
⟨g|H|u⟩ = (α - α)/2 = 0,
⟨g|H|C⟩ = (β + β)/√2 = √2β,
⟨u|H|C⟩ = (β - β)/√2 = 0.

Thus u is an eigenvector with energy α. It has no weight on the bridge and is nonbonding. The orbitals g and C form a two-by-two block whose eigenvalues satisfy

(α - E)² - 2β² = 0, so E = α ± √2β.

The two diagonal elements of the block are equal, so its eigenvectors are (g ± C)/√2. Since β < 0, the plus combination, with energy α + √2β, is the lowest. In the order A, C, B the orbitals are

lowest: c = (1/2, 1/√2, 1/2), E = α + √2β,
middle: u = (1/√2, 0, -1/√2), E = α,
highest: v = (1/2, -1/√2, 1/2), E = α - √2β.

**Exact solution: two electrons**

Only c is occupied, with n = 2:

P_AC = 2 · (1/2) · (1/√2) = 1/√2,
P_CB = 2 · (1/√2) · (1/2) = 1/√2,
P_AB = 2 · (1/2) · (1/2) = 1/2.

The product is

Π(2 electrons) = (1/√2)(1/√2)(1/2) = +1/4.

A and B share electrons in phase although they have no direct coupling. The bridge produces this sharing.

**Exact solution: four electrons**

The second pair enters u. Since u vanishes on C, P_AC and P_CB remain 1/√2. Between A and B it adds 2 · (1/√2) · (-1/√2) = -1, so

P_AB = 1/2 - 1 = -1/2,

Π(4 electrons) = (1/√2)(1/√2)(-1/2) = -1/4.

The metal-ligand bond orders are the same in the two cases. The whole change of sign lies in the metal-metal element. With three electrons, u contributes -1/2 instead of -1, so P_AB = 0 and Π = 0.

**Why the sign is general for three orbitals**

For any real symmetric H in three orthonormal orbitals, two electrons in a nondegenerate lowest orbital c give P_ij = 2c_i c_j. Each coefficient occurs twice in the cyclic product:

Π(2 electrons) = 8(c_A c_C c_B)² ≥ 0.

With four electrons and a nondegenerate highest orbital v, completeness gives P_ij = 2δ_ij - 2v_i v_j, and hence

Π(4 electrons) = -8(v_A v_C v_B)² ≤ 0.

For the present bridge both squared products are (1/4)(1/2)(1/4) = 1/32, which returns ±8/32 = ±1/4.

The magnitude is bounded. The three squared coefficients are nonnegative and add to 1. Their geometric mean cannot exceed their arithmetic mean, 1/3, so their product is at most 1/27 and

|Π| ≤ 8/27.

**Comparison of the estimate with the exact result**

The scaling estimate has the right signs, and its magnitude exceeds the exact one by a factor (8/27)/(1/4) = 32/27, or about 19% of the exact value. The cause is the uneven weight: c and v carry 1/2 on the bridge and 1/4 on each metal, not 1/3 on each site. Even spreading is the case that reaches the bound, so the estimate could not have come out too small.

Even spreading does occur for two electrons if A and B are coupled by the same β < 0, making an equilateral triangle. Its lowest orbital is (1, 1, 1)/√3 and Π = 8/27. The absence of direct coupling is therefore a needed condition in the problem. In that triangle the two upper levels are degenerate, so four electrons have no unique closed-shell filling and the four-electron formula does not apply.

**Unequal energies and direct coupling**

Let the metals have energy α_T, the bridge α_C, and let A and B couple directly through β′. The energy of g becomes α_T + β′ and that of u becomes α_T - β′, while the g-C coupling stays √2β. The eigenvectors of the g-C block depend on the difference of its diagonal elements,

D = α_C - α_T - β′.

With R = √(D² + 8β²), the lower eigenvalue is

E₋ = (α_C + α_T + β′)/2 - R/2.

The weight f of this orbital on C is the derivative of E₋ with respect to α_C, because α_C multiplies only that weight in the energy expectation value and a normalised eigenvector makes no first-order contribution of its own. Since ∂R/∂α_C = D/R,

f = (1 - D/R)/2.

The remaining weight is shared equally, (1 - f)/2 on each metal. The upper orbital of the block is orthogonal to the lower one and has weight 1 - f on C and f/2 on each metal. The general formulas then give

Π(2 electrons) = 8f[(1 - f)/2]² = 2f(1 - f)²,
Π(4 electrons) = -8(1 - f)(f/2)² = -2f²(1 - f).

These hold while u lies between the two block levels. That requires the determinant of the block, measured from the energy of u, to be negative:

2β′(α_C - α_T + β′) - 2β² < 0.

Without direct coupling this is always met. With equal site energies it becomes |β′| < |β|.

The two magnitudes are equal when 1 - f = f, that is, when D = 0. For small D, f ≈ 1/2 - D/(4√2|β|). Both products have slope -1/2 in f at f = 1/2, so both move by the same signed amount:

Π ≈ ±1/4 + D/(8√2|β|).

A small negative D, as for a bridge level slightly below the metals, weakens the two-electron product and strengthens the four-electron one. The four-electron magnitude 2f²(1 - f) grows only up to f = 2/3, where it reaches the bound 8/27, and then falls. For a bridge level far below the metals, 1 - f ≈ 2β²/D², and

Π(2 electrons) ≈ 8β⁴/D⁴, Π(4 electrons) ≈ -4β²/D².

The signs survive, but both products tend to zero, the two-electron one faster.

**Worked example**

Take the round parameters α = -8 eV and β = -3 eV. Then √2|β| = 4.243 eV, and the levels are -12.243, -8.000 and -3.757 eV. The populations on A, C, B are 0.5, 1, 0.5 for two electrons and 1.5, 1, 1.5 for four. The products are 0.7071 · 0.7071 · (±0.5) = ±0.25.

*Site energy.* Lower the bridge by 1 eV, with all else fixed. Then D = -1 eV, R = √(1 + 72) = 8.544 eV and f = 0.5585. The two-electron product is 2 · 0.5585 · 0.4415² = 0.218, and the four-electron product is -0.275. The magnitudes change by -13% and +10% relative to 1/4.

*Direct coupling.* With equal site energies and β′ = -0.5 eV, D = +0.5 eV. The products are 0.264 and -0.234, changes in magnitude of about 6% in opposite directions.

*Overlap.* Let neighbouring orbitals overlap by s, so that S = 1 + sM. In symmetrically orthogonalised orbitals the Hamiltonian is S^(-1/2) H S^(-1/2). Both H and S are functions of M, so the eigenvectors do not change. An eigenvalue m of M gives the energy (α + βm)/(1 + sm), whose derivative with respect to m is (β - αs)/(1 + sm)². The order of the levels is kept if β - αs < 0 and S is positive definite. For s = 0.2, β - αs = -3 + 1.6 = -1.4 eV and the smallest eigenvalue of S is 1 - 0.2√2 = 0.72. The products remain ±0.25.

*Repulsion.* Add an energy of 6 eV whenever two electrons occupy the same orbital. The exact ground state of this extended model gives +0.235 and -0.235, a reduction of 6% in magnitude. This figure belongs to a repulsion of twice |β|; a much stronger repulsion reduces the products far more, to about ±0.095 at 30 eV. The two values are opposite for a reason. Written for holes, the on-site repulsion keeps its form apart from a uniform shift, while the couplings change sign. Reversing C restores the couplings and leaves Π unchanged. Two holes thus have the same cyclic product as two electrons, and the bond orders of the four electrons are minus those of the holes. Repulsion between different sites is left out.

*Temperature.* At 400 K, a rough temperature for delivering a precursor vapour, the thermal energy is 0.0345 eV against a one-electron gap of 4.243 eV, with repulsion left out. The repulsion of 6 eV used above lowers the first excitation to 2.6 eV, still far above the thermal energy. For the one-electron gap the Boltzmann factor is of order 10⁻⁵⁴, and thermal promotion is negligible in both cases.

**A real hydride bridge**

Dialane, Al₂H₆, has two Al-H-Al bridges of the two-electron kind and is related to the aluminium hydrides used as precursors for aluminium films. It was treated by restricted Hartree-Fock theory in the minimal STO-3G basis, at an assumed geometry that was not optimised: Al-Al 2.600 Å, Al-H 1.736 Å in the bridges and 1.579 Å at the ends, with a terminal H-Al-H angle of about 127° in the plane perpendicular to the bridges. Electron correlation and the flexibility of a larger basis are left out, so the numbers below are neither exact nor experimental.

Each aluminium now has many orbitals, and the index is the sum of P_Hμ P_μν P_νH over all μ on one aluminium and all ν on the other, in symmetrically orthogonalised orbitals. The bridging hydrogen has a single orbital. The elements P_μH on one aluminium therefore form a vector, and its normalised direction defines one hybrid, a. The other aluminium gives a hybrid b in the same way. Since P_μH = P_aH a_μ and P_νH = P_bH b_ν, the sum becomes

Σ_μν P_Hμ P_μν P_νH = P_Ha P_ab P_bH,

a three-orbital product with nothing discarded. The calculation gives P_aH = P_bH = 0.662 and P_ab = 0.348, so the index is 0.6619² · 0.3475 = 0.152. It is positive, as for the two-electron model, but 39% below 1/4. The value depends on the basis, on the method and on how the density is divided among atomic orbitals. Hartree-Fock theory in the larger def2-SVP and def2-TZVP bases, at the same geometry and with the density expressed in intrinsic minimal-basis orbitals built on the standard free-atom reference, gives 0.166 and 0.164, which is 8 to 9% higher. With STO-3G as the reference both bases give 0.145, about 5% lower. Symmetric orthogonalisation of the full bases, summed over all hydrogen functions, gives 0.22 and 0.26, and the PBE0 functional in def2-SVP with the standard reference gives about 0.18. The positive sign is common to all of these; the magnitude is not.

The assumption that fails most visibly is that of equal site energies. The bridging hydrogen holds 1.279 electrons instead of 1. Setting f = 1.279/2 = 0.6395 in the model gives 2 · 0.6395 · 0.3605² = 0.166, so the extra charge on the bridge, as the model describes it, accounts for most of the reduction. In the model f fixes only D, which combines the site-energy difference with the direct coupling, and the latter is not negligible here: in the three bridge orbitals the minimal-basis Fock matrix has α_C - α_T = -9.7 eV, β = -9.6 eV and β′ = -2.8 eV. This estimate is still 9% above the index computed in the minimal basis; in the two larger bases the same comparison, made with the hydrogen population found in each, leaves a difference of about 2.5% with the standard reference and about 8% with the STO-3G reference, so the size of this remainder also depends on the choice of orbitals. The three bridge orbitals hold 2.07 electrons, not 2, which shows that they are not a closed two-electron system; the general sign rule therefore does not by itself guarantee the sign found here.

If β is kept at -3 eV, the same f corresponds to D = -2.46 eV. This is a measure of polarity on the scale set by the chosen β, not a level difference determined for dialane, because neither α nor β was fitted to the molecule. A four-electron bridge with the same f would have Π = -2 · 0.6395² · 0.3605 = -0.295, close to the bound. No real four-electron bridge was computed. A bridging halide brings more than one lone pair, so it need not reduce to three orbitals, and the result -1/4 should not be carried over to it without first establishing that reduction.

The main values for the model and for the minimal-basis calculation are in the numerical output that follows.

Computed values

```
site energy alpha: -8.00 eV
coupling beta: -3.00 eV
lowest level: -12.243 eV
lowest orbital (A, C, B): [0.5    0.7071 0.5   ] (no unit)
middle level: -8.000 eV
middle orbital (A, C, B): [ 0.7071  0.     -0.7071] (no unit)
highest level: -3.757 eV
highest orbital (A, C, B): [ 0.5    -0.7071  0.5   ] (no unit)
2 electrons, populations (A, C, B): [0.5 1.  0.5] electrons
2 electrons, P_AC: 0.7071 (no unit)
2 electrons, P_CB: 0.7071 (no unit)
2 electrons, P_AB: 0.5000 (no unit)
2 electrons, cyclic product: 0.2500 (no unit)
4 electrons, populations (A, C, B): [1.5 1.  1.5] electrons
4 electrons, P_AC: 0.7071 (no unit)
4 electrons, P_CB: 0.7071 (no unit)
4 electrons, P_AB: -0.5000 (no unit)
4 electrons, cyclic product: -0.2500 (no unit)
3 electrons, cyclic product: 0.0000 (no unit)
equal triangle, 2 electrons, product: 0.2963 (no unit)
bridge level shifted by -1 eV, product for 2: 0.2177 (no unit)
bridge level shifted by -1 eV, product for 4: -0.2754 (no unit)
direct coupling -0.5 eV, product for 2: 0.2638 (no unit)
direct coupling -0.5 eV, product for 4: -0.2345 (no unit)
neighbour overlap 0.2, product for 2: 0.2500 (no unit)
neighbour overlap 0.2, product for 4: -0.2500 (no unit)
on-site repulsion: 6.00 eV
with repulsion, product for 2: 0.2354 (no unit)
with repulsion, product for 4: -0.2354 (no unit)
temperature: 400 K
thermal energy: 0.0345 eV
one-electron gap: 4.243 eV
Boltzmann factor of the gap: 3.5e-54 (no unit)
Al2H6 assumed Al-Al distance: 2.600 angstrom
Al2H6 assumed Al-H bridge distance: 1.736 angstrom
Al2H6 assumed Al-H terminal distance: 1.579 angstrom
Al2H6 RHF/STO-3G bridge H population: 1.2789 electrons
Al2H6 population of the three bridge orbitals: 2.0726 electrons
Al2H6 hybrid-H bond order element: 0.6619 (no unit)
Al2H6 hybrid-hybrid bond order element: 0.3475 (no unit)
Al2H6 cyclic sum over all Al orbitals: 0.1523 (no unit)
Al2H6 product from the three hybrids: 0.1523 (no unit)
model product from the H population: 0.1663 (no unit)
effective detuning D for beta = -3 eV: -2.464 eV
```
